# Ballistic Injection Velocities of an Anisotropic Valley: a numerical check

```python
# Result under test: for one parabolic 2D valley
#   E = hbar^2 kx^2/(2 mx) + hbar^2 ky^2/(2 my)
# the ballistic injection velocities (flux/density at the barrier top, only
# source-injected states filled) at equal density and temperature obey
#   v_x / v_y = sqrt(my / mx).
# Symbols: mx, my masses in units of the free electron mass; n density in nm^-2;
# kt thermal energy in eV; mu Fermi level above the valley edge in eV;
# eta = mu/kt; theta angle between current and x axis; vd drain bias in V.
# Lengths are in nm, energies in eV, velocities in nm/s inside the program.
import numpy as np
from scipy import constants as c
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, gamma

HBAR = c.hbar / c.e                          # eV s
H2 = c.hbar**2 / c.m_e / c.e * 1e18          # hbar^2/m0 in eV nm^2
KB = c.k / c.e                               # eV/K
TO_1E7 = 1e-14                               # nm/s -> 1e7 cm/s


def fermi_integral(j, eta):
    """Normalized Fermi-Dirac integral, with x = t^2 to remove the root."""
    top = np.sqrt(max(eta, 0.0) + 40.0)
    value = quad(lambda t: 2 * t**(2 * j + 1) * expit(eta - t * t),
                 0, top, epsabs=0, epsrel=1e-9, limit=300)[0]
    return value / gamma(j + 1)


def reduced_fermi_level(mx, my, n, kt):
    x = n / (np.sqrt(mx * my) * kt / (2 * np.pi * H2))
    return x + np.log(-np.expm1(-x))


def thermal_velocity(m, kt):
    return np.sqrt(2 * kt * H2 / (np.pi * m)) / HBAR


def injection_velocity(m_along, mx, my, n, kt):
    eta = reduced_fermi_level(mx, my, n, kt)
    return (thermal_velocity(m_along, kt) * fermi_integral(0.5, eta)
            / np.logaddexp(0, eta))


def parabolic(mx, my):
    return lambda kx, ky: H2 * (kx**2 / mx + ky**2 / my) / 2


def k_space(band, mx, my, n, kt, theta):
    """Energies and velocities along the current on a square midpoint grid."""
    points = 700
    e_top = 2 * np.pi * H2 * n / np.sqrt(mx * my) + 30 * kt
    k_max = np.sqrt(2 * max(mx, my) * e_top / H2)
    dk = 2 * k_max / points
    k = -k_max + dk * (np.arange(points) + 0.5)
    kx, ky = np.meshgrid(k, k, indexing="ij")
    d = 1e-4
    ax, ay = d * np.cos(theta), d * np.sin(theta)
    v = (band(kx + ax, ky + ay) - band(kx - ax, ky - ay)) / (2 * d * HBAR)
    return band(kx, ky), v, 2 * dk**2 / (2 * np.pi)**2


def direct_velocity(band, mx, my, n, kt, theta=0.0, vd=None):
    """Mean velocity and Fermi level from explicit sums over k-space."""
    energy, v, weight = k_space(band, mx, my, n, kt, theta)
    ef, vf = energy[v > 0], v[v > 0]
    eb, vb = energy[v < 0], v[v < 0]

    def sums(mu):
        f = expit((mu - ef) / kt)
        density, flux = f.sum(), (f * vf).sum()
        if vd is not None:
            f = expit((mu - vd - eb) / kt)
            density, flux = density + f.sum(), flux + (f * vb).sum()
        return density * weight, flux * weight

    upper = 2 * np.pi * H2 * n / np.sqrt(mx * my) + kt
    mu = brentq(lambda u: sums(u)[0] - n, -20 * kt, upper, xtol=1e-10)
    density, flux = sums(mu)
    return flux / density, mu


def close(a, b, tolerance):
    assert abs(a / b - 1) < tolerance, (a, b)


# Example inputs: rough typical values for a phosphorene-like monolayer
MX, MY, N, TEMP = 0.15, 1.2, 0.1, 300.0
KT = KB * TEMP
EAST, NORTH = 0.0, np.pi / 2
GRID_TOL = 5e-4                              # midpoint error of the k grid

# Main result and closed formula against direct sums
direct_example = None
for mx, my, n, temp in [(MX, MY, N, TEMP), (0.3, 0.9, 0.005, 300.0),
                        (0.2, 0.5, 0.05, 150.0)]:
    kt = KB * temp
    band = parabolic(mx, my)
    vx, mu_x = direct_velocity(band, mx, my, n, kt, EAST)
    vy, mu_y = direct_velocity(band, mx, my, n, kt, NORTH)
    close(vx / vy, np.sqrt(my / mx), GRID_TOL)
    close(vx, injection_velocity(mx, mx, my, n, kt), GRID_TOL)
    close(vy, injection_velocity(my, mx, my, n, kt), GRID_TOL)
    assert abs(mu_x - mu_y) < 1e-6
    assert abs(mu_x - kt * reduced_fermi_level(mx, my, n, kt)) < 1e-5
    if direct_example is None:
        direct_example = (vx, vy)

# Dilute and zero-temperature limits
close(injection_velocity(MX, MX, MY, 1e-5, KT), thermal_velocity(MX, KT), 1e-3)
EF0 = 2 * np.pi * H2 * N / np.sqrt(MX * MY)
v_cold = [4 / (3 * np.pi) * np.sqrt(2 * EF0 * H2 / m) / HBAR for m in (MX, MY)]
close(injection_velocity(MX, MX, MY, N, KB * 10), v_cold[0], 1e-3)

# Current tilted from the principal axes
band = parabolic(MX, MY)


def mass_along(theta):
    return 1 / (np.cos(theta)**2 / MX + np.sin(theta)**2 / MY)


for degrees in (30, 80):
    angle = np.radians(degrees)
    v_tilt = direct_velocity(band, MX, MY, N, KT, angle)[0]
    close(v_tilt, injection_velocity(mass_along(angle), MX, MY, N, KT), GRID_TOL)

# Finite drain bias
VD = 0.05
eta_vd = brentq(lambda h: np.sqrt(MX * MY) * KT / (2 * np.pi * H2)
                * (np.logaddexp(0, h) + np.logaddexp(0, h - VD / KT)) - N, -20, 20)
bias_factor = ((fermi_integral(0.5, eta_vd) - fermi_integral(0.5, eta_vd - VD / KT))
               / (np.logaddexp(0, eta_vd) + np.logaddexp(0, eta_vd - VD / KT)))
bias_v = [direct_velocity(band, MX, MY, N, KT, a, VD)[0] for a in (EAST, NORTH)]
close(bias_v[0], thermal_velocity(MX, KT) * bias_factor, 1e-3)
close(bias_v[0] / bias_v[1], np.sqrt(MY / MX), 1e-3)

# Nonparabolicity: first E(1+E/gap) = parabolic energy, then a two-band model
# whose whole x curvature comes from coupling to the valence band
GAP = 2.0


def scaled_kane(kx, ky):
    return GAP / 2 * (np.sqrt(1 + 4 * band(kx, ky) / GAP) - 1)


def two_band(kx, ky):
    half = GAP / 2 + H2 * ky**2 / (2 * MY)
    return np.sqrt(half**2 + GAP * H2 * kx**2 / (2 * MX)) - GAP / 2


kane_v = [direct_velocity(scaled_kane, MX, MY, N, KT, a)[0] for a in (EAST, NORTH)]
close(kane_v[0] / kane_v[1], np.sqrt(MY / MX), GRID_TOL)
close(two_band(1e-3, 0.0), band(1e-3, 0.0), 1e-4)
two_v = [direct_velocity(two_band, MX, MY, N, KT, a)[0] for a in (EAST, NORTH)]
assert abs(two_v[0] / two_v[1] / np.sqrt(MY / MX) - 1) > 0.005

# Scattering: mean free path = diffusive conductivity / ballistic conductance
TAU, L_CRIT = 15e-15, 3.0
ETA = reduced_fermi_level(MX, MY, N, KT)
mfp, transmit, scattered_v = [], [], []
for m, angle in ((MX, EAST), (MY, NORTH)):
    path = (np.pi * thermal_velocity(m, KT) * TAU * np.logaddexp(0, ETA)
            / fermi_integral(-0.5, ETA))
    energy, v, _ = k_space(band, MX, MY, N, KT, angle)
    f = expit(ETA - energy / KT)
    slope = f * (1 - f)
    close(path, TAU * (v**2 * slope).sum() / (v * slope)[v > 0].sum(), 1e-3)
    t = path / (path + L_CRIT)
    mfp.append(path)
    transmit.append(t)
    scattered_v.append(t / (2 - t) * injection_velocity(m, MX, MY, N / (2 - t), KT))
assert scattered_v[0] / scattered_v[1] > np.sqrt(MY / MX)


# Tunnelling: inverted parabola, eps = energy from the top / (hbar omega)
def parabola_transmission(eps):
    return expit(2 * np.pi * eps)


def wave_transmission(eps):
    edge = 15.0
    k = np.sqrt(edge**2 + 2 * eps)
    slope = edge / k
    psi = 1 / np.sqrt(k) + 0j
    start = [psi, (1j * k - slope / (2 * k)) * psi]
    end = solve_ivp(lambda x, y: [y[1], -(x * x + 2 * eps) * y[0]], (edge, -edge),
                    start, method="DOP853", rtol=1e-9, atol=1e-11).y[:, -1]
    incident = (end[0] + (end[1] - slope / (2 * k) * end[0]) / (1j * k)) / 2
    return 1 / (k * abs(incident)**2)


for eps in (-0.3, 0.2):
    close(wave_transmission(eps), parabola_transmission(eps), 3e-3)

DROP, DISTANCE = 0.1, 5.0
nodes, weights = np.polynomial.legendre.leggauss(400)
low, high = -DROP / KT, ETA + 30
ex = (high + low) / 2 + (high - low) / 2 * nodes
lateral = np.array([fermi_integral(-0.5, ETA - e) for e in ex])
classical_flux = fermi_integral(0.5, ETA)
check = quad(lambda e: fermi_integral(-0.5, ETA - e), 0, high, epsrel=1e-7)[0]
close(check, classical_flux, 1e-5)
hw, tunnel_gain = [], []
for m in (MX, MY):
    quantum = np.sqrt(2 * DROP * H2 / m) / DISTANCE
    flux = (high - low) / 2 * np.sum(
        weights * lateral * parabola_transmission(ex * KT / quantum))
    hw.append(quantum)
    tunnel_gain.append(100 * (flux / classical_flux - 1))

# Worked example
v = [injection_velocity(m, MX, MY, N, KT) for m in (MX, MY)]
hot = [injection_velocity(m, MX, MY, N, KB * 400) for m in (MX, MY)]
off = injection_velocity(mass_along(np.radians(80)), MX, MY, N, KT)
current = [c.e * N * 1e18 * u * 1e-9 for u in v]      # A/m equals uA/um
mobility = [c.e * TAU / (m * c.m_e) * 1e4 for m in (MX, MY)]
K_OXIDE = 20.0
field = c.e * N * 1e18 / (K_OXIDE * c.epsilon_0) / 1e8


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("mass along x (armchair)", MX, "m0", 2)
show("mass along y (zigzag)", MY, "m0", 2)
show("density", N * 10, "1e13 cm^-2", 2)
show("temperature", TEMP, "K", 0)
show("thermal energy kT", KT * 1e3, "meV", 2)
show("density-of-states mass", np.sqrt(MX * MY), "m0", 4)
show("half-space density scale N", np.sqrt(MX * MY) * KT / (2 * np.pi * H2) * 100,
     "1e12 cm^-2")
show("reduced Fermi level eta", ETA, "")
show("Fermi level above edge", ETA * KT * 1e3, "meV", 1)
show("F_1/2(eta)", classical_flux, "")
show("F_0(eta)", np.logaddexp(0, ETA), "")
for name, i in (("x", 0), ("y", 1)):
    m = (MX, MY)[i]
    show(f"dilute-limit velocity {name}", thermal_velocity(m, KT) * TO_1E7, "1e7 cm/s")
    show(f"zero-temperature velocity {name}", v_cold[i] * TO_1E7, "1e7 cm/s")
    show(f"injection velocity {name}, formula", v[i] * TO_1E7, "1e7 cm/s")
    show(f"injection velocity {name}, k-sum", direct_example[i] * TO_1E7, "1e7 cm/s")
    show(f"ballistic current {name}", current[i], "uA/um", 0)
show("sqrt(my/mx)", np.sqrt(MY / MX), "", 4)
show("velocity ratio, k-sum", direct_example[0] / direct_example[1], "", 4)
show("drain bias of low-bias test", VD, "V", 2)
show("velocity ratio at that bias, k-sum", bias_v[0] / bias_v[1], "", 4)
show("relaxation time", TAU * 1e15, "fs", 0)
show("critical length", L_CRIT, "nm", 1)
for name, i in (("x", 0), ("y", 1)):
    show(f"mobility {name}", mobility[i], "cm2/Vs", 0)
    show(f"mean free path {name}", mfp[i], "nm", 2)
    show(f"transmission {name}", transmit[i], "")
    show(f"velocity with scattering {name}", scattered_v[i] * TO_1E7, "1e7 cm/s")
show("velocity ratio with scattering", scattered_v[0] / scattered_v[1], "", 2)
show("two-band gap", GAP, "eV", 1)
show("scaled nonparabolic ratio, k-sum", kane_v[0] / kane_v[1], "", 4)
show("two-band velocity x", two_v[0] * TO_1E7, "1e7 cm/s")
show("two-band velocity y", two_v[1] * TO_1E7, "1e7 cm/s")
show("two-band velocity ratio", two_v[0] / two_v[1], "")
show("barrier drop", DROP, "eV", 2)
show("distance of that drop", DISTANCE, "nm", 1)
for name, i in (("x", 0), ("y", 1)):
    show(f"barrier quantum {name}", hw[i] * 1e3, "meV", 1)
    show(f"flux change by tunnelling {name}", tunnel_gain[i], "%", 2)
show("velocity 10 degrees off y", off * TO_1E7, "1e7 cm/s")
show("velocity x at 400 K", hot[0] * TO_1E7, "1e7 cm/s")
show("velocity y at 400 K", hot[1] * TO_1E7, "1e7 cm/s")
show("oxide relative permittivity", K_OXIDE, "", 0)
show("oxide field", field, "MV/cm", 2)
print("verified")
```

Printed output:

```
mass along x (armchair): 0.15 m0
mass along y (zigzag): 1.20 m0
density: 1.00 1e13 cm^-2
temperature: 300 K
thermal energy kT: 25.85 meV
density-of-states mass: 0.4243 m0
half-space density scale N: 2.291 1e12 cm^-2
reduced Fermi level eta: 4.352
Fermi level above edge: 112.5 meV
F_1/2(eta): 7.301
F_0(eta): 4.365
dilute-limit velocity x: 1.389 1e7 cm/s
zero-temperature velocity x: 2.183 1e7 cm/s
injection velocity x, formula: 2.323 1e7 cm/s
injection velocity x, k-sum: 2.323 1e7 cm/s
ballistic current x: 3722 uA/um
dilute-limit velocity y: 0.491 1e7 cm/s
zero-temperature velocity y: 0.772 1e7 cm/s
injection velocity y, formula: 0.821 1e7 cm/s
injection velocity y, k-sum: 0.821 1e7 cm/s
ballistic current y: 1316 uA/um
sqrt(my/mx): 2.8284
velocity ratio, k-sum: 2.8286
drain bias of low-bias test: 0.05 V
velocity ratio at that bias, k-sum: 2.8286
relaxation time: 15 fs
critical length: 3.0 nm
mobility x: 176 cm2/Vs
mean free path x: 12.47 nm
transmission x: 0.806
velocity with scattering x: 1.468 1e7 cm/s
mobility y: 22 cm2/Vs
mean free path y: 4.41 nm
transmission y: 0.595
velocity with scattering y: 0.308 1e7 cm/s
velocity ratio with scattering: 4.77
two-band gap: 2.0 eV
scaled nonparabolic ratio, k-sum: 2.8286
two-band velocity x: 2.203 1e7 cm/s
two-band velocity y: 0.795 1e7 cm/s
two-band velocity ratio: 2.773
barrier drop: 0.10 eV
distance of that drop: 5.0 nm
barrier quantum x: 63.7 meV
flux change by tunnelling x: 1.02 %
barrier quantum y: 22.5 meV
flux change by tunnelling y: 0.13 %
velocity 10 degrees off y: 0.904 1e7 cm/s
velocity x at 400 K: 2.417 1e7 cm/s
velocity y at 400 K: 0.855 1e7 cm/s
oxide relative permittivity: 20
oxide field: 0.90 MV/cm
verified
```
